# A free-surface wave along [100] on the (001) face of silicon

## Problem

A silicon crystal fills the half-space \(x_3>0\). Its surface \(x_3=0\) is a (001) face with vacuum outside. The axis \(x_1\) lies along [100], and \(x_3\) points into the crystal. A wave of wavelength \(\lambda=10\ \mu\mathrm{m}\) runs along \(x_1\), with its displacement in the sagittal plane, the plane of \(x_1\) and \(x_3\). Use the rough typical values

\[
C_{11}=166,\quad C_{12}=64,\quad C_{44}=80\ \mathrm{GPa},\qquad \rho=2.33\ \mathrm{g/cm^3}.
\]

Treat the crystal as linear, lossless, undoped and uncoated, and as much thicker than the wavelength.

1. Find the partial waves that decay into the crystal, and the range of speeds in which they exist.
2. Impose zero traction on the surface and find the wave speed. Show that there is only one.
3. Describe the motion at the surface and below it.
4. Estimate how far a real wafer departs from this model.

## Hints

**Hint 1.** Try \(e^{ik(x_1-vt)-kqx_3}\) with \(\mathrm{Re}\,q>0\). The equations of motion give a quadratic in \(q^2\). You need only the sum and product of its roots.

**Hint 2.** A single partial wave cannot in general cancel two traction components. Combine two. Their determinant contains the factor \(q_1-q_2\); divide it out.

**Hint 3.** To count the solutions, arrange the condition so that one side falls with speed and the other rises.

**Hint 4.** Check that the root lies in the range where both partial waves decay. The bulk shear speed along [100] need not be the upper end of that range.

## Solution

### 1. Decaying partial waves

Nothing depends on \(x_2\), and the plane (010) is a mirror plane of the crystal. Reflection in it reverses \(u_2\) but leaves \(u_1\) and \(u_3\) alone, so \(u_2\) decouples and may be set to zero. The stresses needed are

\[
\sigma_{11}=C_{11}u_{1,1}+C_{12}u_{3,3},\quad
\sigma_{33}=C_{12}u_{1,1}+C_{11}u_{3,3},\quad
\sigma_{13}=C_{44}(u_{1,3}+u_{3,1}),
\]

where a comma denotes a derivative. Newton's law, \(\rho\ddot u_i=\sigma_{i1,1}+\sigma_{i3,3}\), becomes

\[
\rho\ddot u_1=C_{11}u_{1,11}+C_{44}u_{1,33}+D\,u_{3,13},
\]
\[
\rho\ddot u_3=C_{44}u_{3,11}+C_{11}u_{3,33}+D\,u_{1,13},\qquad D=C_{12}+C_{44}.
\]

For the trial wave, \(\partial_1\to ik\), \(\partial_3\to-kq\) and \(\partial_t^2\to-k^2v^2\). Define

\[
X=\rho v^2,\qquad A=C_{11}-X,\qquad B=C_{44}-X .
\]

After division by \(k^2\), the amplitudes obey

\[
(A-C_{44}q^2)U_1+iqD\,U_3=0,\qquad
(B-C_{11}q^2)U_3+iqD\,U_1=0 .
\]

The first equation gives

\[
U_3=ig\,U_1,\qquad g=\frac{A-C_{44}q^2}{qD}.
\]

Inserting this in the second gives \((A-C_{44}q^2)(B-C_{11}q^2)+q^2D^2=0\). With \(E=C_{11}C_{44}\), this expands to

\[
Eq^4-(C_{11}A+C_{44}B-D^2)q^2+AB=0 .
\]

The sum and product of its roots are therefore

\[
S=q_1^2+q_2^2=\frac{C_{11}A+C_{44}B-D^2}{E},\qquad
q_1^2q_2^2=\frac{AB}{E}.
\]

Take \(0<X<C_{44}\), so that \(A\) and \(B\) are positive. Two decaying exponents are either both real and positive or complex conjugates. In both cases their product is positive:

\[
q_1q_2=P=\sqrt{AB/E},\qquad q_1+q_2=\sqrt{S+2P}.
\]

Decay requires \(S+2P>0\). If instead \(S+2P<0\), both values of \(q^2\) are real and negative, and the partial waves are bulk waves that carry energy away.

Both \(S\) and \(P\) fall as \(X\) rises. For the given constants \(S+2P\) is 3.0 at \(X=0\) and \(-0.49\) at \(X=C_{44}\), so the allowed range ends at one value \(X_L\) in between, where \(S+2P=0\). Solving this numerically gives

\[
X_L=74.6\ \mathrm{GPa},\qquad v_L=\sqrt{X_L/\rho}=5.66\ \mathrm{km/s}.
\]

This is below the bulk shear speed along [100], \(\sqrt{C_{44}/\rho}=5.86\) km/s. The reason is geometric. A bulk wave travelling at angle \(\theta\) to the surface with speed \(v_b(\theta)\) leaves a trace on the surface that moves at \(v_b/\cos\theta\). In this crystal \(v_b\) at first falls with \(\theta\) faster than \(\cos\theta\) does, so the slowest trace belongs to an oblique wave. At \(X_L\) both roots are \(q^2=-P\), hence \(\tan\theta=\sqrt P\) and \(\theta=23.7^\circ\).

### 2. The free surface

Superpose two partial waves with \(u_1\) amplitudes \(a_1\) and \(a_2\). For each one,

\[
\sigma_{13}=-kC_{44}(q+g)U_1,\qquad
\sigma_{33}=ik(C_{12}-C_{11}qg)U_1 .
\]

Both tractions must vanish at \(x_3=0\):

\[
\sum_j a_j(q_j+g_j)=0,\qquad \sum_j a_j(C_{12}-C_{11}q_jg_j)=0 .
\]

From the definition of \(g\),

\[
q+g=\frac{A+C_{12}q^2}{qD},\qquad
C_{12}-C_{11}qg=\frac{F+Eq^2}{D},\qquad F=C_{12}D-C_{11}A .
\]

Nonzero amplitudes exist if the determinant vanishes. Multiplied by \(PD^2\), that condition reads

\[
q_1(F+Eq_1^2)(A+C_{12}q_2^2)-q_2(F+Eq_2^2)(A+C_{12}q_1^2)=0 .
\]

The four products contribute \(AF(q_1-q_2)\), \(-C_{12}FP(q_1-q_2)\), \(EA(q_1^3-q_2^3)\) and \(EC_{12}P^2(q_1-q_2)\). Since \(q_1^3-q_2^3=(q_1-q_2)(S+P)\), the factor \(q_1-q_2\) comes out. Its zero means that the two partial waves coincide and cancel, which is not by itself a wave. What remains is

\[
AF-C_{12}FP+EA(S+P)+EC_{12}P^2=0 .
\]

Now use \(ES=C_{11}A+C_{44}B-D^2\) and \(EP^2=AB\). The terms without an explicit \(P\) are

\[
A\,[F+ES+C_{12}B]=A\,[C_{12}D-D^2+(C_{44}+C_{12})B]=AD(B-C_{44})=-ADX,
\]

because \(C_{12}-D=-C_{44}\). The terms proportional to \(P\) are

\[
P(EA-C_{12}F)=P\,[C_{11}(C_{44}+C_{12})A-C_{12}^2D]=PD(C_{11}A-C_{12}^2).
\]

Division by \(D\) leaves the surface-wave condition

\[
\boxed{P\,(C_{11}A-C_{12}^2)=AX.}
\]

**One root.** Divide by \(A\) and write \(C_0=C_{11}-C_{12}^2/C_{11}\):

\[
\sqrt{\frac{C_{44}-X}{C_{11}-X}}\;\frac{C_{11}(C_0-X)}{\sqrt E}=X .
\]

Since \(C_{44}<C_{11}\), the ratio under the root falls with \(X\), and so does \(C_0-X\). Here \(C_0=141\) GPa exceeds \(C_{44}\), so both factors are positive below \(C_{44}\). The left side therefore falls from a positive value to zero, while the right side rises from zero. They cross once in \(0<X<C_{44}\).

For \(C_{44}\le X<C_{11}\) the product \(q_1^2q_2^2=AB/E\) is not positive, so at most one partial wave decays. Its shear traction is proportional to \(A+C_{12}q^2>0\) and cannot vanish alone, so there is no surface wave in that range.

**The number.** At \(X=50\) GPa the left side is 66.9 GPa, which is too large. At \(X=60\) GPa it is 50.9 GPa, which is too small. Closing this bracket numerically gives \(X=56.54\) GPa. To confirm it, use \(A=109.46\) and \(B=23.46\) GPa:

\[
P=\sqrt{\frac{109.46\times23.46}{166\times80}}=0.4397,
\]
\[
P(C_{11}A-C_{12}^2)=0.4397\times(18170-4096)\approx6189\ \mathrm{GPa^2},
\]

and \(AX=109.46\times56.54\approx6189\ \mathrm{GPa^2}\). Because \(1\ \mathrm{GPa/(g/cm^3)}=1\ \mathrm{km^2/s^2}\),

\[
v=\sqrt{56.54/2.33}=4.93\ \mathrm{km/s}.
\]

The root lies below \(X_L\), so this is a true surface wave. Its speed is 87% of the limiting speed, and its frequency is \(v/\lambda=493\) MHz.

Squaring the condition gives the cubic

\[
C_{11}(C_{44}-X)(C_0-X)^2=C_{44}X^2(C_{11}-X),
\]

which has two further roots, at 172 and 317 GPa. Both exceed \(C_{11}\), so \(A\) and \(B\) are negative there. Then \(C_{11}|A|+C_{44}|B|\ge2EP\) gives \(S+2P\le-D^2/E<0\), and nothing decays. These roots are not surface waves.

### 3. The motion

At the root,

\[
S=\frac{18170+1877-20736}{13280}=-0.052,\qquad q_1+q_2=\sqrt{S+2P}=0.910,
\]

so the exponents are complex conjugates:

\[
q_{1,2}=a\pm ib,\qquad a=0.455,\quad b=0.483 .
\]

The amplitude envelope falls by a factor \(e\) over \(\lambda/(2\pi a)=3.5\ \mu\mathrm m\), and the displacement oscillates as it decays.

For the surface ellipse, let \(h_j=q_j+g_j\). Zero shear traction is met by \(a_1=h_2\), \(a_2=-h_1\), so

\[
\frac{u_3}{u_1}=i\,\frac{g_1h_2-g_2h_1}{h_2-h_1}.
\]

In the numerator the terms in \(A^2\) and in \(q_1^2q_2^2\) cancel, while the denominator simplifies in the same way as the determinant did:

\[
g_1h_2-g_2h_1=\frac{A(q_2^2-q_1^2)}{PD},\qquad
h_2-h_1=\frac{(q_1-q_2)(A-C_{12}P)}{PD}.
\]

Hence

\[
\frac{u_3}{u_1}=-i\,w_0,\qquad w_0=\frac{A(q_1+q_2)}{A-C_{12}P}=\frac{109.46\times0.910}{81.3}=1.22 .
\]

With \(\varphi=k(x_1-vt)\), the real displacements are \(u_1=\cos\varphi\) and \(u_3=1.22\sin\varphi\), in units of the horizontal amplitude. Since \(x_3\) points inward, a crest is at \(\varphi=-\pi/2\). There \(\dot u_1=kv\sin\varphi=-kv\), so the particle moves against the wave. The motion is retrograde.

Below the surface, let \(z=kx_3\). Conjugate exponents give real profiles of the form

\[
u_1\propto\frac{e^{-az}\sin(\psi-bz)}{\sin\psi},\qquad
u_3\propto-iw_0\,\frac{e^{-az}\sin(\chi+bz)}{\sin\chi}.
\]

The phases follow from the traction conditions at \(z=0\). Zero \(\sigma_{13}\) requires \(du_1/dz=-w_0\), and zero \(\sigma_{33}\) requires \(w_0(-a+b\cot\chi)=C_{12}/C_{11}\). Therefore

\[
\cot\psi=\frac{w_0-a}{b},\qquad \cot\chi=\frac{a+C_{12}/(C_{11}w_0)}{b}.
\]

Both phases are 0.56. They are exactly equal, because inserting \(w_0\), \(S\) and \(P\) turns the requirement \(w_0(w_0-2a)=C_{12}/C_{11}\) into the surface-wave condition. The first node of \(u_1\) is at \(z=\psi/b\), a depth of 1.85 μm. That of \(u_3\) is at \(z=(\pi-\chi)/b\), a depth of 8.5 μm. Between these depths one component has changed sign and the other has not, so the ellipse is traversed in the prograde sense. Later nodes of each component follow at intervals of \(\lambda/(2b)=10.4\ \mu\mathrm m\).

### 4. A real wafer

The elastic constants matter first. Differentiating the numerical root gives

\[
\frac{\delta v}{v}=0.38\frac{\delta C_{11}}{C_{11}}-0.11\frac{\delta C_{12}}{C_{12}}+0.23\frac{\delta C_{44}}{C_{44}}-\frac12\frac{\delta\rho}{\rho}.
\]

The first three coefficients add up to one half, as they must: scaling all the constants together scales \(v^2\). A 1% error in \(C_{11}\) thus moves the speed by about 0.4%, and with rough inputs the result is best read as 4.9 km/s.

The other effects were estimated one at a time, with the wavelength held at 10 μm.

- **Temperature.** Suppose all three constants fall by a rough \(7\times10^{-5}\) of their value per kelvin. A rise of 100 K then lowers the speed by 0.35%, with the change in density neglected. Thermal expansion works the other way: a rough linear coefficient of \(3\times10^{-6}\) per kelvin lowers the density by 0.09% and gives back about 0.04%. The three constants also do not share one slope in the real crystal, so the net drop is best read as about 0.3%.
- **Orientation.** The elastic tensor was rotated, and the elastic energy was minimized numerically over decaying displacements with all three components. Turning the propagation direction within the face changes the speed by +0.003% at 1° and +0.07% at 5°. Tilting the face about [010] changes it by −0.02% at 1° and −0.45% at 5°.
- **Donors.** Strain \(\varepsilon_{ii}\) shifts the conduction valleys along axis \(i\) by \(\Xi\varepsilon_{ii}\), apart from a shift common to all valleys. For a fixed density \(n\) of Boltzmann electrons that re-equilibrate within a wave period, the free energy is
\[
-nk_BT\ln\Big[\tfrac13\sum_i e^{-\Xi\varepsilon_{ii}/k_BT}\Big].
\]
Its second derivatives give \(\delta C_{11}=-\tfrac29n\Xi^2/k_BT\) and \(\delta C_{12}=+\tfrac19n\Xi^2/k_BT\). For \(n=10^{18}\ \mathrm{cm^{-3}}\), a rough \(\Xi=9\) eV and 300 K, these are −0.11 and +0.06 GPa, and the speed falls by 0.035%.
- **Atomic spacing.** A chain with the rough cell length of 0.54 nm as its spacing has a relative dispersion of about \(-5\times10^{-9}\). This describes the bulk only. Atoms at the surface lack some neighbours, which can change the speed by an amount linear in \(2\pi d/\lambda=3.4\times10^{-4}\), where \(d\) is the spacing. The coefficient depends on the bonding at the surface and is not computed here; a coefficient of one would mean a change of 0.03%.

A wafer half a millimetre thick measures fifty wavelengths, so the half-space is a good model for it. The surface need not be bare. Silicon is not piezoelectric, so a device that excites the wave piezoelectrically needs an added film. If that film is not thin compared with the wavelength, the layered problem must be solved. The second variation treats a thin film.

## Variation 1: an isotropic solid

*Find the speed when \(C_{11}=3C_{44}\) and \(C_{12}=C_{44}\).*

These constants satisfy the isotropy condition \(C_{12}=C_{11}-2C_{44}\), so \(D=C_{11}-C_{44}\). The sum and product of the roots then give \(q^2=A/C_{11}\) and \(q^2=B/C_{44}\). Both exponents are real for \(X<C_{44}\), so the repeated sign changes with depth disappear (\(u_1\) still changes sign once, at a depth of about \(0.19\lambda\)), and the limiting speed is the shear speed \(v_T=\sqrt{C_{44}/\rho}\).

Let \(\xi=X/C_{44}=(v/v_T)^2\). Here \(C_0=\tfrac83C_{44}\), and the squared condition is

\[
3(1-\xi)\left(\tfrac83-\xi\right)^2=\xi^2(3-\xi).
\]

Expanding and collecting terms,

\[
3\xi^3-24\xi^2+56\xi-32=(\xi-4)(3\xi^2-12\xi+8)=0 .
\]

The one root below 1 is \(\xi=2-2/\sqrt3\), so \(v/v_T=0.919\). For silicon the corresponding ratio to the [100] shear speed is \(4.93/5.86=0.84\).

## Variation 2: a native oxide

*Estimate the change in speed caused by an oxide film of thickness \(h=2\) nm. Take rough values: density \(\rho_f=2.2\ \mathrm{g/cm^3}\), Young's modulus 70 GPa and Poisson ratio \(\nu=0.17\).*

Since \(kh=1.26\times10^{-3}\), the film moves with the surface, and its bending stiffness can be neglected. Its outer face is free, so \(\sigma_{33}\approx0\) inside it, and the plane wave has \(\varepsilon_{22}=0\). Hooke's law then gives \(\sigma_{22}=\nu\sigma_{11}\) and \(\sigma_{11}=E'\varepsilon_{11}\), with

\[
E'=\frac{70}{1-\nu^2}=72.1\ \mathrm{GPa}.
\]

The value of \(X\) is the ratio of an elastic energy to \(N=\int_0^\infty|\mathbf u|^2dz\), and it is stationary under small changes of the profile. To first order the bare profile may therefore be kept. The film adds \(khE'|u_1|^2\) to the energy and \(kh(\rho_f/\rho)|\mathbf u|^2\) to \(N\), both taken at the surface. Since \(\delta v/v=\delta X/2X\),

\[
\frac{\delta v}{v}=\frac{kh\,[E'|u_1|^2-\rho_fv^2|\mathbf u|^2]}{2XN}.
\]

Set \(u_1(0)=1\). Then \(|\mathbf u|^2=1+w_0^2=2.50\) and \(\rho_fv^2=53.4\) GPa. Integrating the profiles of part 3 gives \(N\approx4.3\), so

\[
\frac{\delta v}{v}\approx\frac{1.26\times10^{-3}\,(72.1-133.5)}{2\times56.5\times4.3}\approx-1.6\times10^{-4}.
\]

The film's stiffness raises the speed and its mass lowers it; here the mass wins. The shift is linear in \(h/\lambda\) while \(kh\ll1\). On this estimate, 100 nm of the same oxide would lower the speed by about 0.8%.
